# The Fock-Darwin spectrum and the shell fillings of a circular quantum dot: a numerical check

```python
"""Fock-Darwin spectrum of a circular parabolic quantum dot.

Result under test:
    E(n,l) = (2n + |l| + 1) hbar Omega - l hbar omega_c / 2,
    Omega^2 = omega0^2 + omega_c^2 / 4,
for an electron of charge -e in a field of magnitude B along -z.
n = 0,1,2,... is the radial number, l the eigenvalue of L_z / hbar,
omega0 the confinement frequency and omega_c = e B / m.
At B = 0, with spin, closed shells hold 2, 6, 12, 20 electrons.
Internal units: hbar = m = omega0 = 1. Printed energies are in meV.
"""
import numpy as np
import sympy as sp
from scipy.constants import hbar, e, m_e
from scipy.integrate import solve_ivp
from scipy.linalg import eigh


def diagonalize_dot(wc, basis_freq, count, gauge="symmetric", size=24):
    """Lowest energies, <L_z> and <r^2> from the kinetic-momentum Hamiltonian.

    Operators map size basis states into size+1 states, so that products
    such as Pi^dagger Pi are exact projections of the squared operators.
    """
    down = np.zeros((size + 1, size))
    up = np.zeros((size + 1, size))
    for k in range(size):
        up[k + 1, k] = np.sqrt(k + 1)
        if k > 0:
            down[k - 1, k] = np.sqrt(k)
    pos = (up + down) / np.sqrt(2 * basis_freq)
    mom = 1j * np.sqrt(basis_freq / 2) * (up - down)
    one = np.eye(size + 1, size)
    x, y = np.kron(pos, one), np.kron(one, pos)
    px, py = np.kron(mom, one), np.kron(one, mom)
    if gauge == "symmetric":
        pix, piy = px + wc / 2 * y, py - wc / 2 * x
    else:
        pix, piy = px, py - wc * x
    r2 = x.T @ x + y.T @ y
    ham = (pix.conj().T @ pix + piy.conj().T @ piy + r2) / 2
    lz = x.T @ py - y.T @ px
    energy, vec = eigh(ham, subset_by_index=[0, count - 1])
    mean_lz = np.sum(vec.conj() * (lz @ vec), axis=0).real
    mean_r2 = np.sum(vec.conj() * (r2 @ vec), axis=0).real
    return energy, mean_lz, mean_r2


def formula_levels(wc, count):
    omega = np.sqrt(1 + wc**2 / 4)
    levels = [((2 * n + abs(l) + 1) * omega - l * wc / 2, n, l)
              for n in range(13) for l in range(-25, 26)]
    return sorted(levels)[:count]


def second_differences(orbital_energies):
    """Second difference of the total energy of N independent electrons."""
    spin_levels = np.repeat(orbital_energies, 2)
    total = np.concatenate(([0.0], np.cumsum(spin_levels)))
    return {N: total[N + 1] - 2 * total[N] + total[N - 1]
            for N in range(1, len(total) - 1)}


def closed_shells(gaps):
    return [N for N, gap in gaps.items() if gap > 1e-5]


# Model parameters and conversion to internal units
mass_ratio, e0_meV, field = 0.07, 3.0, 2.0
mass = mass_ratio * m_e
cyclotron_per_tesla = hbar / mass * 1e3       # meV per tesla
ec_meV = cyclotron_per_tesla * field
wc = ec_meV / e0_meV
omega = np.sqrt(1 + wc**2 / 4)
length0 = np.sqrt(hbar**2 / (mass * e0_meV * 1e-3 * e)) * 1e9
length_b = length0 / np.sqrt(omega)

# Spectrum, angular momentum and size at finite field
count = 10
energy, lz, r2 = diagonalize_dot(wc, 1.25, count)
predicted = formula_levels(wc, count)
for k, (value, n, l) in enumerate(predicted):
    assert abs(energy[k] - value) < 1e-7
    assert abs(lz[k] - l) < 1e-5
    assert abs(r2[k] - (2 * n + abs(l) + 1) / omega) < 1e-5

# The same field in another gauge gives the same energies
energy_landau = diagonalize_dot(wc, 1.25, count, gauge="landau")[0]
gauge_difference = np.max(np.abs(energy_landau - energy))
assert gauge_difference < 1e-6

# Laguerre eigenfunctions satisfy the Cartesian Schroedinger equation.
# Only the polynomial factor is stored; the Gaussian enters the derivative.
X, Y = sp.symbols("x y", real=True)
W, C = sp.symbols("Omega omega_c", positive=True)


def kinetic_x(q):
    return sp.expand(-sp.I * (sp.diff(q, X) - W * X * q) + C / 2 * Y * q)


def kinetic_y(q):
    return sp.expand(-sp.I * (sp.diff(q, Y) - W * Y * q) - C / 2 * X * q)


for n, l in [(0, 0), (0, 2), (0, -2), (1, 1), (1, -1), (2, 0)]:
    sign = 1 if l >= 0 else -1
    q = sp.expand((X + sp.I * sign * Y)**abs(l)
                  * sp.assoc_laguerre(n, abs(l), W * (X**2 + Y**2)))
    h_q = (kinetic_x(kinetic_x(q)) + kinetic_y(kinetic_y(q))) / 2
    h_q += (W**2 - C**2 / 4) * (X**2 + Y**2) * q / 2
    eigenvalue = (2 * n + abs(l) + 1) * W - l * C / 2
    assert sp.expand(h_q - eigenvalue * q) == 0


# Away from an eigenvalue the regular radial solution diverges, and the
# sign of its tail changes across the eigenvalue (here n = 1, |l| = 1).
def radial_tail(eps, l=1, start=1e-3, stop=6.0):
    def rhs(rho, f):
        return [f[1], -f[1] / rho + (l**2 / rho**2 + rho**2 - 2 * eps) * f[0]]
    sol = solve_ivp(rhs, (start, stop), [start**l, l * start**(l - 1)],
                    rtol=1e-9, atol=1e-12)
    assert sol.success
    return sol.y[0, -1]


tail_below, tail_above = radial_tail(3.9), radial_tail(4.1)
assert tail_below * tail_above < 0
assert min(abs(tail_below), abs(tail_above)) > 50

# Shell closings at zero field and at omega_c = omega0 / sqrt(2)
energy_zero = diagonalize_dot(0.0, 1.25, 11)[0]
gaps_zero = second_differences(energy_zero)
magic_zero = closed_shells(gaps_zero)
assert magic_zero == [(N + 1) * (N + 2) for N in range(4)]
assert all(abs(gaps_zero[N] - 1) < 1e-6 for N in magic_zero)

wc_special = 1 / np.sqrt(2)
energy_special = diagonalize_dot(wc_special, 1.25, 11)[0]
gaps_special = second_differences(energy_special)
magic_special = closed_shells(gaps_special)
assert magic_special == [2, 4, 8, 12, 18]
omega_special = np.sqrt(1 + wc_special**2 / 4)
minus_special = omega_special - wc_special / 2
assert all(abs(gaps_special[N] - minus_special) < 1e-6
           for N in magic_special)

# Two-oscillator form against the diagonalized spectrum
w_plus, w_minus = omega + wc / 2, omega - wc / 2
two_modes = sorted((i + 0.5) * w_plus + (j + 0.5) * w_minus
                   for i in range(12) for j in range(25))[:count]
assert np.allclose(two_modes, energy, atol=1e-7, rtol=0)

# Strong field: closely spaced states within the lowest Landau level
strong_field = 10.0
wc_strong = cyclotron_per_tesla * strong_field / e0_meV
energy_strong, lz_strong, _ = diagonalize_dot(wc_strong, 2.5, 4)
spacing_strong = energy_strong[1] - energy_strong[0]
assert np.allclose(lz_strong, [0, 1, 2, 3], atol=1e-5)
assert abs(spacing_strong * wc_strong - 1) < 0.05
assert abs(energy_strong[0] / (wc_strong / 2) - 1) < 0.1

gaps_field = second_differences(energy)
print(f"effective mass = {mass_ratio:.2f} electron masses")
print(f"hbar omega0 = {e0_meV:.3f} meV")
print(f"field magnitude B = {field:.2f} T")
print(f"hbar omega_c = {ec_meV:.4f} meV")
print(f"hbar Omega = {omega * e0_meV:.4f} meV")
print(f"hbar omega_plus = {w_plus * e0_meV:.4f} meV")
print(f"hbar omega_minus = {w_minus * e0_meV:.4f} meV")
print(f"oscillator length at B=0 = {length0:.3f} nm")
print(f"oscillator length b at B = {length_b:.3f} nm")
print("levels at B: n, l, formula (meV), diagonalized (meV)")
for k, (value, n, l) in enumerate(predicted):
    print(f"{n:2d} {l:3d} {value * e0_meV:10.4f} {energy[k] * e0_meV:10.4f}")
print(f"largest gauge difference = {gauge_difference * e0_meV:.1e} meV")
print(f"radial tail at rho=6, eps=3.9: {tail_below:.1f} (arb. units)")
print(f"radial tail at rho=6, eps=4.1: {tail_above:.1f} (arb. units)")
print("closed shells at B=0 (electrons):", magic_zero)
print("second difference of total energy: N, B=0 (meV), at B (meV)")
for N in range(1, 13):
    print(f"{N:2d} {abs(gaps_zero[N]) * e0_meV:8.4f}"
          f" {abs(gaps_field[N]) * e0_meV:8.4f}")
special_field = wc_special * e0_meV / cyclotron_per_tesla
print(f"field of 2:1 shells = {special_field:.4f} T")
print("closed shells there (electrons):", magic_special)
print(f"shell gap there = {gaps_special[2] * e0_meV:.4f} meV")
print(f"strong field = {strong_field:.1f} T")
print(f"hbar omega_c there = {wc_strong * e0_meV:.4f} meV")
print(f"lowest level there = {energy_strong[0] * e0_meV:.4f} meV")
print(f"spacing there, diagonalized = {spacing_strong * e0_meV:.4f} meV")
print(f"hbar omega0^2/omega_c there = {e0_meV / wc_strong:.4f} meV")
print("success")
```

Printed output:

```
effective mass = 0.07 electron masses
hbar omega0 = 3.000 meV
field magnitude B = 2.00 T
hbar omega_c = 3.3076 meV
hbar Omega = 3.4257 meV
hbar omega_plus = 5.0795 meV
hbar omega_minus = 1.7718 meV
oscillator length at B=0 = 19.049 nm
oscillator length b at B = 17.826 nm
levels at B: n, l, formula (meV), diagonalized (meV)
 0   0     3.4257     3.4257
 0   1     5.1975     5.1975
 0   2     6.9693     6.9693
 0  -1     8.5051     8.5051
 0   3     8.7412     8.7412
 1   0    10.2770    10.2770
 0   4    10.5130    10.5130
 1   1    12.0488    12.0488
 0   5    12.2848    12.2848
 0  -2    13.5846    13.5846
largest gauge difference = 5.1e-14 meV
radial tail at rho=6, eps=3.9: -587.3 (arb. units)
radial tail at rho=6, eps=4.1: 435.0 (arb. units)
closed shells at B=0 (electrons): [2, 6, 12, 20]
second difference of total energy: N, B=0 (meV), at B (meV)
 1   0.0000   0.0000
 2   3.0000   1.7718
 3   0.0000   0.0000
 4   0.0000   1.7718
 5   0.0000   0.0000
 6   3.0000   1.5358
 7   0.0000   0.0000
 8   0.0000   0.2360
 9   0.0000   0.0000
10   0.0000   1.5358
11   0.0000   0.0000
12   3.0000   0.2360
field of 2:1 shells = 1.2827 T
closed shells there (electrons): [2, 4, 8, 12, 18]
shell gap there = 2.1213 meV
strong field = 10.0 T
hbar omega_c there = 16.5382 meV
lowest level there = 8.7965 meV
spacing there, diagonalized = 0.5274 meV
hbar omega0^2/omega_c there = 0.5442 meV
success
```
